\section*{Why Canting and Exchange Torque Make Antiferromagnetic Resonance Fast}

\section{A weak anisotropy and a fast oscillation}

Tilt the magnetization of a ferromagnet slightly away from its easy axis. If the anisotropy field is $0.1$ T and the demagnetizing field exerts no torque, as in a sphere, the magnetization precesses at $2.8$ GHz, however strong the exchange between its spins. Now take an antiferromagnet with the same anisotropy field, whose two sublattices act on each other with an exchange field of $100$ T. Its uniform resonance lies at $125$ GHz.

Exchange must be responsible, yet exchange energy depends on the angle between the sublattices and not on the direction of their common axis. Tilting both sublattices rigidly costs no exchange energy and produces no exchange torque. How, then, does exchange enter the frequency? To answer this, the anisotropy and exchange torques are first treated separately and then together.

\section{Model and linearized torques}

Let $\mathbf m_1$ and $\mathbf m_2$ be unit vectors along the two sublattice magnetizations, which have equal moments $\mu$. Each sublattice moves as a single vector, there is no applied field, dipolar fields are neglected, and $z$ is the easy axis. The energy is
\begin{equation}
\frac{E}{\mu}=B_E\,\mathbf m_1\cdot\mathbf m_2
-\frac{B_A}{2}\left(m_{1z}^2+m_{2z}^2\right),
\qquad B_E\ge 0,\quad B_A>0 .
\end{equation}
The effective fields $\mathbf B_i=-\partial(E/\mu)/\partial\mathbf m_i$ are
\begin{equation}
\mathbf B_1=-B_E\mathbf m_2+B_Am_{1z}\hat{\mathbf z},\qquad
\mathbf B_2=-B_E\mathbf m_1+B_Am_{2z}\hat{\mathbf z}.
\end{equation}
Thus $B_E$ is the field that one sublattice exerts on the other. Without damping,
\begin{equation}
\dot{\mathbf m}_i=-\gamma\,\mathbf m_i\times\mathbf B_i,\qquad \gamma>0 .
\end{equation}

Near equilibrium, $\mathbf m_1\simeq(x_1,y_1,1)$ and $\mathbf m_2\simeq(x_2,y_2,-1)$ to first order in the tilts. The fields become
\begin{align}
\mathbf B_1&\simeq(-B_Ex_2,\,-B_Ey_2,\,B_E+B_A),\\
\mathbf B_2&\simeq(-B_Ex_1,\,-B_Ey_1,\,-B_E-B_A).
\end{align}
Write $\omega_E=\gamma B_E$ and $\omega_A=\gamma B_A$. The cross products give
\begin{align}
\dot x_1&=-(\omega_E+\omega_A)y_1-\omega_Ey_2, &
\dot y_1&=(\omega_E+\omega_A)x_1+\omega_Ex_2,\\
\dot x_2&=(\omega_E+\omega_A)y_2+\omega_Ey_1, &
\dot y_2&=-(\omega_E+\omega_A)x_2-\omega_Ex_1 .
\end{align}
With $\psi_j=x_j+iy_j$, each pair combines into one equation:
\begin{align}
\dot\psi_1&=i\left[(\omega_E+\omega_A)\psi_1+\omega_E\psi_2\right],\label{eq:p1}\\
\dot\psi_2&=-i\left[(\omega_E+\omega_A)\psi_2+\omega_E\psi_1\right].\label{eq:p2}
\end{align}
The opposite signs reflect the opposite equilibrium directions.

Two combinations have a direct meaning:
\begin{equation}
m=\frac{\psi_1+\psi_2}{2},\qquad n=\frac{\psi_1-\psi_2}{2}.
\end{equation}
Here $n$ is the transverse part of the N\'eel vector $(\mathbf m_1-\mathbf m_2)/2$, and $m$ is the canting, the transverse part of $(\mathbf m_1+\mathbf m_2)/2$. A rigid tilt has $\psi_2=-\psi_1$, so $m=0$.

\section{The anisotropy torque alone}

Set $\omega_E=0$. Then $\dot\psi_1=i\omega_A\psi_1$ and $\dot\psi_2=-i\omega_A\psi_2$. Half their sum and half their difference are
\begin{equation}
\dot m=i\omega_An,\qquad \dot n=i\omega_Am .
\label{eq:aniso}
\end{equation}
Anisotropy torque converts a tilt into canting, because it makes the two sublattices precess in opposite senses. It also converts canting into motion of $n$, at the same slow rate. The resulting frequency is $\omega_A$.

\section{The exchange torque alone}

Set $\omega_A=0$ instead. Then $\dot\psi_1=i\omega_E(\psi_1+\psi_2)$ and $\dot\psi_2=-i\omega_E(\psi_1+\psi_2)$. Since $\psi_1+\psi_2=2m$,
\begin{equation}
\dot m=0,\qquad \dot n=2i\omega_Em .
\label{eq:exch}
\end{equation}
Exchange cannot create canting: the torques on the two sublattices are equal and opposite and cancel in the sum. In the difference they add, which gives the factor 2. Exchange therefore turns the N\'eel vector at a rate proportional to canting that is already present.

Exchange alone also gives no resonance. With $m$ constant, $n$ drifts steadily away from the axis, and no torque opposes the drift. Beyond small angles, the drift becomes a steady rotation of the N\'eel vector about the fixed vector $\mathbf m_1+\mathbf m_2$. Its rate, $\omega_E|\mathbf m_1+\mathbf m_2|$, which reduces to $2\omega_E|m|$ for a start near the axis, depends on how much canting was present at the start, so it is not a natural frequency of the system.

\section{Both torques together}

The linear equations contain the sum of the two contributions. Adding \eqref{eq:aniso} and \eqref{eq:exch} gives
\begin{equation}
\dot m=i\omega_An,\qquad
\dot n=i\Omega m,\qquad \Omega=2\omega_E+\omega_A .
\label{eq:pair}
\end{equation}
Differentiate the second equation and insert the first:
\begin{equation}
\ddot n=i\Omega\dot m=i\Omega(i\omega_An)=-\omega_A\Omega\,n .
\end{equation}
The resonance frequency is therefore
\begin{equation}
\boxed{\omega_0=\sqrt{\omega_A(2\omega_E+\omega_A)}} .
\label{eq:result}
\end{equation}
The product appears because the motion is a two-step loop: tilt makes canting at the slow rate $\omega_A$, and canting turns the tilt at the fast rate $\Omega$.

For $\omega_A\ll\omega_E$,
\begin{equation}
\omega_0=\sqrt{2\omega_E\omega_A}\,
\sqrt{1+\frac{\omega_A}{2\omega_E}}
\simeq\sqrt{2\omega_E\omega_A}\left(1+\frac{\omega_A}{4\omega_E}\right).
\end{equation}
This is the geometric-mean scale of exchange and anisotropy, with a factor $\sqrt2$ that belongs to the present definition of $B_E$. In the opposite limit, $\omega_E\ll\omega_A$, the root expands to $\omega_0\simeq\omega_A+\omega_E$. If $\omega_A\to0$ at fixed exchange, $\omega_0\to0$.

For the round model values $B_E=100$ T and $B_A=0.1$ T,
\begin{equation}
\frac{\omega_0}{\gamma}=\sqrt{0.1\times200.1}\ \text{T}=4.473\ \text{T}.
\end{equation}
Multiplication by $\gamma/2\pi=28.025$ GHz/T, the free-electron value, gives $125.4$ GHz. The leading approximation gives $125.3$ GHz.

The numerical output also varies exchange at fixed anisotropy. Raising $B_E$ from $10$ to $1000$ T raises the frequency from $39.7$ to $396$ GHz, close to the factor of 10 expected from a square root. From $1$ to $100$ T the factor is $9.8$, because $B_A$ is not yet negligible beside $2B_E$ at the lower end.

\section{The order of events after a tilt}

Start from rigidly tilted, antiparallel sublattices: $n(0)=\theta$ and $m(0)=0$. Equation \eqref{eq:pair} gives $\dot n(0)=0$ but $\dot m(0)=i\omega_A\theta$. The first effect is thus canting, produced by anisotropy and perpendicular to the tilt. The solution for $n$ is $n=\theta\cos\omega_0t$, and
\begin{equation}
m=\frac{\dot n}{i\Omega}
=i\theta\frac{\omega_0}{\Omega}\sin\omega_0t
=i\theta\frac{\omega_A}{\omega_0}\sin\omega_0t ,
\end{equation}
where the last step uses $\omega_0^2=\omega_A\Omega$.

For $\theta=10$ mrad, the canting amplitude is $10\times0.1/4.473=0.224$ mrad. Integration of the full nonlinear equations gives this value after a quarter period, about $2.0$ ps, when $n$ crosses the axis. With exchange removed, each sublattice precesses at a constant tilt of $10$ mrad, and $n$ has fallen only from $10$ to $9.994$ mrad in that time. The anisotropy torque is the same at the start; what is missing is the exchange response to the canting.

\section{Weighing the torques}

A circular mode, $n=n_0e^{i\omega_0t}$, allows a comparison at constant amplitude. From $i\omega_0m=i\omega_An$,
\begin{equation}
\frac{|m|}{|n|}=\frac{\omega_A}{\omega_0}
=\sqrt{\frac{\omega_A}{2\omega_E+\omega_A}}=0.0224 .
\end{equation}
The turning rate of $n$ has two parts:
\begin{equation}
\omega_0=\frac{\dot n}{in}
=2\omega_E\frac{m}{n}+\omega_A\frac{m}{n}.
\end{equation}
In field units, exchange contributes $200\times0.02236=4.47$ T, or $125.3$ GHz. Anisotropy contributes $0.1\times0.02236=0.0022$ T, or $0.06$ GHz. Exchange thus supplies $99.95\%$ of the turning rate.

The small canting suffices because it is multiplied by a large field. For $|n|=10$ mrad, the exchange torque on each sublattice, divided by $\mu$, is $2B_E|m|=0.045$ T. The anisotropy torque on the same scale is about $B_A|n|=0.001$ T. Yet the smaller torque is indispensable: without damping, it alone changes $m$.

\section{Exchange as inverse inertia}

The energy shows the same division of roles. For unit vectors,
\begin{equation}
\mathbf m_1\cdot\mathbf m_2=-1+\tfrac12|\mathbf m_1+\mathbf m_2|^2
\simeq-1+2|m|^2 .
\end{equation}
The longitudinal part of the sum is second order in the tilts, so its square is dropped. For the anisotropy term, $m_{jz}^2=1-|\psi_j|^2$ and $|\psi_1|^2+|\psi_2|^2=2(|m|^2+|n|^2)$. The energy above equilibrium is therefore
\begin{equation}
\frac{\delta E}{\mu}=(2B_E+B_A)|m|^2+B_A|n|^2 .
\end{equation}
Since $|m|=|\dot n|/\Omega$ and $2B_E+B_A=\Omega/\gamma$,
\begin{equation}
\frac{\delta E}{\mu}=\frac{|\dot n|^2}{\gamma\Omega}+B_A|n|^2 .
\end{equation}
The first term has the form of a kinetic energy, with an inertia proportional to $1/\Omega$. Anisotropy supplies the restoring force, while strong exchange makes the N\'eel vector light. In the linear swing, the anisotropy energy of the tilt becomes $99.95\%$ exchange energy at the axis crossing, and then returns.

\section{The ferromagnetic comparison}

Reverse the sign of the exchange energy and let both sublattices point along $+z$. Now $\mathbf B_1\simeq(B_Ex_2,B_Ey_2,B_E+B_A)$, and the same cross product gives
\begin{equation}
\dot\psi_1=i[(\omega_E+\omega_A)\psi_1-\omega_E\psi_2],\quad
\dot\psi_2=i[(\omega_E+\omega_A)\psi_2-\omega_E\psi_1].
\end{equation}
Half the sum and half the difference are
\begin{equation}
\dot m=i\omega_Am,\qquad \dot n=i\Omega n .
\end{equation}
The coefficients are those of \eqref{eq:pair}, but each variable now drives itself. The in-phase mode stays at $\omega_A$, or $2.80$ GHz, since it keeps the spins parallel. The opposite-phase mode lies at $\Omega$, or $5608$ GHz. In the antiferromagnet the two variables drive each other, and the frequency is the geometric mean of these two: $\sqrt{2.802\times5608}$ GHz $=125.4$ GHz. The gain over the in-phase ferromagnetic mode is $\sqrt{1+2B_E/B_A}=44.7$. This figure relies on the neglect of dipolar fields, which matter far more for the ferromagnet. A film magnetized along an easy axis in its plane resonates at $\gamma\sqrt{B_A(B_A+\mu_0M_s)}$, or $9.3$ GHz for $\mu_0M_s=1$ T. The corresponding antiferromagnetic film moves only to $125.7$ GHz, and the gain falls to about $13.5$.

\section{The cost in damping}

Gilbert damping adds $\alpha\,\mathbf m_i\times\dot{\mathbf m}_i$ to the equation of motion. To first order in the tilts this is $i\alpha\dot\psi_1$ on the first sublattice and $-i\alpha\dot\psi_2$ on the second, so
\begin{equation}
\dot m=i\omega_An+i\alpha\dot n,\qquad
\dot n=i\Omega m+i\alpha\dot m .
\end{equation}
For $m,n\propto e^{i\omega t}$, division by $i$ gives
\begin{equation}
\omega m=(\omega_A+i\alpha\omega)n,\qquad
\omega n=(\Omega+i\alpha\omega)m .
\end{equation}
Multiplying the two and using $\omega_A+\Omega=2(\omega_E+\omega_A)$,
\begin{equation}
(1+\alpha^2)\omega^2-2i\alpha(\omega_E+\omega_A)\omega-\omega_0^2=0 ,
\end{equation}
with roots
\begin{equation}
\omega=\frac{i\alpha(\omega_E+\omega_A)\pm
\sqrt{(1+\alpha^2)\omega_0^2-\alpha^2(\omega_E+\omega_A)^2}}{1+\alpha^2}.
\end{equation}
While the square root is real, the amplitude decays at the rate
\begin{equation}
\Gamma=\frac{\alpha(\omega_E+\omega_A)}{1+\alpha^2}.
\end{equation}
Because $(\omega_E+\omega_A)^2-\omega_0^2=\omega_E^2$, oscillation requires $\alpha<\omega_0/\omega_E$, here $0.0447$.

For $\omega_E\gg\omega_A$ and damping well below this limit, exchange thus raises the decay rate in proportion to $\omega_E$, but the frequency only as $\sqrt{\omega_E}$. For $\alpha=0.005$, $\Gamma/\gamma\simeq0.005\times100.1=0.50$ T, which gives a decay time of $11.3$ ps. The quality factor $\mathrm{Re}\,\omega/(2\Gamma)$ is $4.4$.

For the in-phase ferromagnetic mode, $\dot m=i\omega_Am+i\alpha\dot m$ gives $\omega=\omega_A(1+i\alpha)/(1+\alpha^2)$. Its quality factor is $1/(2\alpha)=100$, and its decay time is $11.4$ ns. These two values again neglect dipolar fields; in the film with $\mu_0M_s=1$ T they become about $55$ and $1.9$ ns. With the same assumed $\alpha$ in both magnets, well below the limit $\omega_0/\omega_E$, the antiferromagnet is faster both in oscillating and in losing its oscillation. At that limit its frequency falls to zero, and above it only the ferromagnet oscillates. Real materials differ in $\alpha$, so their decay times must be compared with their own values.

These results concern small, uniform motion about an easy axis at zero field. They set a time scale for the N\'eel vector, but a switching time also depends on the drive and on the large-angle path, which the linear equations do not describe.

\section*{Computed values}
\begin{verbatim}
exchange field B_E = 100.0 T
anisotropy field B_A = 0.1 T
Gilbert damping alpha = 0.005
initial tilt = 10.0 mrad
gamma/(2 pi) = 28.025 GHz/T
AFM resonance, as a field = 4.4733 T
AFM resonance = 125.36 GHz
approximation sqrt(2 B_E B_A) = 125.33 GHz
FM in-phase mode = 2.802 GHz
FM opposite-phase mode = 5607.8 GHz
AFM / FM in-phase frequency = 44.73
scan at fixed B_A: B_E (T), AFM frequency (GHz)
      0.0      2.802
      1.0     12.843
     10.0     39.732
    100.0    125.363
   1000.0    396.343
canting ratio |m|/|n| = 0.02236
circular mode: |m| = 0.2236 mrad
turning rate of n from exchange = 125.31 GHz
turning rate of n from anisotropy = 0.0626 GHz
exchange share of turning rate = 99.950 %
AFM period = 7.977 ps
swing: t/period, n_x (mrad), m_y (mrad), exchange energy (%)
  0.000    10.000    0.0000     0.00
  0.125     7.071    0.1581    49.97
  0.250     0.000    0.2236    99.95
  0.375    -7.071    0.1581    49.98
  0.500   -10.000    0.0000     0.00
no exchange, same quarter period: n_x = 9.994 mrad
AFM amplitude decay time = 11.35 ps
FM amplitude decay time = 11.36 ns
damped AFM frequency = 124.57 GHz
AFM quality factor = 4.44
FM quality factor = 100.0
critical AFM damping = 0.0447
\end{verbatim}
